# The classical skin depth of copper at 10 GHz

## Problem

A flat piece of copper has resistivity $\rho = 1.68$ microohm cm. A field of frequency $f = 10$ GHz acts on its surface. The field is tangential to the surface and uniform along it.

(a) Find how the electric field varies with depth in the metal.

(b) Show that its amplitude falls to $1/e$ of the surface value at a depth near 0.65 micrometre.

(c) Check that the approximations behind this result are reasonable for copper at this frequency.

Take the metal as non-magnetic, with permeability $\mu_0$, smooth, and much thicker than the depth to be found. The word "classical" means that the current density at each point follows the electric field at the same point and the same instant, $\mathbf J = \mathbf E/\rho$, with the dc value of $\rho$.

## Hints

1. Let the metal fill $z>0$, with $\mathbf E$ along $x$ and $\mathbf H$ along $y$. Write each field as the real part of a complex amplitude times $e^{i\omega t}$, where $\omega = 2\pi f$. Two components of Maxwell's equations are then enough.
2. Compare the displacement current with the conduction current before deciding whether to keep it.
3. Eliminate $H$. The resulting equation has exponential solutions, and $(1+i)^2 = 2i$ gives the square root you need.
4. A solution that grows with depth has no place in a very thick metal.
5. For part (c), there are two lengths and two times to compare: the mean free path of the electrons with the decay depth, and their relaxation time with $1/\omega$.

## Full solution

### The field equations

With $\mathbf E = E(z)\,\hat{\mathbf x}$ and $\mathbf H = H(z)\,\hat{\mathbf y}$, the time derivative becomes a factor $i\omega$. The $y$ component of Faraday's law, $\nabla\times\mathbf E = -\mu_0\,\partial\mathbf H/\partial t$, is

$$\frac{dE}{dz} = -i\omega\mu_0 H .$$

The $x$ component of $\nabla\times\mathbf H$ is $\partial_y H_z - \partial_z H_y = -dH/dz$. The Ampère–Maxwell law therefore reads

$$-\frac{dH}{dz} = \frac{E}{\rho} + i\omega\epsilon_0 E .$$

The first term on the right is the conduction current and the second is the displacement current. The ratio of their magnitudes is

$$\eta = \omega\epsilon_0\rho .$$

Here $\rho = 1.68\times10^{-8}$ ohm m, because 1 microohm cm is $10^{-6}\times10^{-2} = 10^{-8}$ ohm m. With $\omega = 6.283\times10^{10}$ rad/s this gives $\eta = 9.3\times10^{-9}$. We drop the displacement current, and return below to what this does to the depth.

Differentiate Faraday's law once more and insert $dH/dz = -E/\rho$:

$$\frac{d^2E}{dz^2} = -i\omega\mu_0\frac{dH}{dz} = \frac{i\omega\mu_0}{\rho}\,E .$$

The two minus signs have cancelled. This is a diffusion equation at a fixed frequency: it is first order in time, through the single factor $i\omega$, and second order in space.

### The decaying solution

The trial form $E\propto e^{-\gamma z}$ gives $d^2E/dz^2 = \gamma^2E$, so that

$$\gamma^2 = \frac{i\omega\mu_0}{\rho}.$$

From $(1+i)^2 = 1 + 2i - 1 = 2i$ it follows that $i = \left[(1+i)/\sqrt2\right]^2$. The root with positive real part is therefore

$$\gamma = \frac{1+i}{\sqrt2}\sqrt{\frac{\omega\mu_0}{\rho}} = \frac{1+i}{\delta},
\qquad
\delta = \sqrt{\frac{2\rho}{\omega\mu_0}} .$$

The general solution is $E = Ae^{-\gamma z} + Be^{\gamma z}$. To see what "thick" requires, suppose the metal ends at $z=d$ and that $E$ vanishes there. Then $Ae^{-\gamma d} + Be^{\gamma d} = 0$, and

$$\left|\frac BA\right| = \left|e^{-2\gamma d}\right| = e^{-2d/\delta}.$$

This is the ratio of the growing to the decaying part at the surface. At depth $z$ the ratio is $e^{-2(d-z)/\delta}$, so the two parts are equal at the back face, and the growing part is negligible wherever $d-z$ exceeds a few $\delta$. In the thick limit $B=0$ and $A$ is the surface field $E_0$:

$$E(z) = E_0\,e^{-z/\delta}\,e^{-iz/\delta}.$$

For real $E_0$, the physical field is the real part of $E(z)e^{i\omega t}$:

$$E(z,t) = E_0\,e^{-z/\delta}\cos\!\left(\omega t - \frac z\delta\right).$$

This answers part (a). The same length $\delta$ sets both the decay and the phase. At $z=\delta$ the amplitude is $E_0/e$, and the oscillation lags the surface by one radian. Since $J=E/\rho$, the current density has the same profile. At a depth $\pi\delta$ it flows opposite to the surface current, though its amplitude there has fallen by the factor $e^{-\pi}$.

The physical reason for the decay is induction. The changing magnetic field inside the metal induces an electric field that opposes the penetration of the current. A lower resistivity allows a larger screening current for a given electric field, and a higher frequency gives a stronger induced field for a given magnetic field. Both make $\delta$ smaller, as the formula shows.

### The number

Insert $\omega=2\pi f$; the factor 2 cancels:

$$\delta = \sqrt{\frac{2\rho}{2\pi f\mu_0}} = \sqrt{\frac{\rho}{\pi f\mu_0}} .$$

The denominator is

$$\pi f\mu_0 = \pi\,(10^{10}\ \mathrm{s^{-1}})(1.25664\times10^{-6}\ \mathrm{H/m}) = 3.948\times10^{4}\ \mathrm{ohm/m},$$

where one henry per second is one ohm. Hence

$$\delta^2 = \frac{1.68\times10^{-8}\ \mathrm{ohm\,m}}{3.948\times10^{4}\ \mathrm{ohm/m}} = 4.255\times10^{-13}\ \mathrm{m^2},$$

and the square root is

$$\delta = 6.52\times10^{-7}\ \mathrm m = 0.652\ \text{micrometre}.$$

This is near 0.65 micrometre, as part (b) asks. Three digits are as many as the given resistivity supports. Because $\delta\propto\sqrt\rho$, a small relative change in $\rho$ changes $\delta$ by half that relative amount.

The result was also tested without using the formula for $\delta$. The two first-order equations for $E$ and $H$, without displacement current, were solved on a grid for a slab 40 micrometres thick. The $1/e$ depth read from that solution is 0.6523 micrometre, and the phase lag there is 1.00000 rad. Both agree with the formulas to better than one part in $10^5$.

### Checking the approximations

**Displacement current.** If it is kept, $1/\rho$ is replaced by $1/\rho+i\omega\epsilon_0 = (1+i\eta)/\rho$. For small $\eta$, $\sqrt{1+i\eta}\approx1+i\eta/2$, and

$$\gamma \approx \frac{1+i}{\delta}\left(1+\frac{i\eta}{2}\right)
= \frac1\delta\left[\left(1-\frac\eta2\right)+i\left(1+\frac\eta2\right)\right].$$

The decay length is the inverse of the real part, $\delta(1+\eta/2)$ to first order. It is longer than $\delta$ by the fraction $4.7\times10^{-9}$. This takes the background permittivity as $\epsilon_0$; a relative permittivity $\epsilon_r$ from bound electrons multiplies the fraction by $\epsilon_r$, which still leaves it negligible here.

**Relaxation time.** Ohm's law with the dc resistivity assumes that the electrons adjust to the field within a time much shorter than a period. The Drude model estimates this. An electron of mass $m$ and charge $-e$ has a mean velocity $v$ that obeys

$$m\frac{dv}{dt} = -eE-\frac{mv}{\tau},$$

where $\tau$ is the relaxation time. With $dv/dt\to i\omega v$,

$$v = -\frac{e\tau}{m}\,\frac{E}{1+i\omega\tau},
\qquad
J = -nev = \frac{ne^2\tau}{m}\,\frac{E}{1+i\omega\tau},$$

where $n$ is the electron density. At zero frequency this must equal $E/\rho$, so $\tau = m/(ne^2\rho)$. A rough density for copper, $n = 8.5\times10^{28}\ \mathrm{m^{-3}}$, gives $\tau\approx2.5\times10^{-14}$ s and $\omega\tau\approx1.6\times10^{-3}$.

The effect on the depth follows by replacing $1/\rho$ with $1/[\rho(1+i\omega\tau)]$. To first order in $\omega\tau$,

$$\gamma\approx\frac{1+i}{\delta}\left(1-\frac{i\omega\tau}{2}\right),
\qquad
\operatorname{Re}\gamma\approx\frac1\delta\left(1+\frac{\omega\tau}{2}\right).$$

The decay length is shorter than $\delta$ by the fraction $\omega\tau/2$, or about 0.08 percent in this estimate. That does not affect the statement to be shown.

**Mean free path.** A local law also requires the field to vary little over the distance an electron travels between collisions. In the free-electron model at low temperature compared with the Fermi temperature, the occupied states fill a sphere of radius $k_F$ in wave-vector space. Per unit volume of metal there are $1/(2\pi)^3$ allowed wave vectors in each unit volume of that space, and each holds two electrons of opposite spin, so

$$n = 2\,\frac{4\pi k_F^3/3}{(2\pi)^3} = \frac{k_F^3}{3\pi^2},
\qquad
v_F = \frac{\hbar k_F}{m} = \frac{\hbar}{m}(3\pi^2n)^{1/3}.$$

This gives $v_F\approx1.57\times10^6$ m/s and a mean free path

$$\ell = v_F\tau \approx 0.039\ \text{micrometre},
\qquad \frac{\ell}{\delta}\approx0.06 .$$

The mean free path is much shorter than the skin depth, which supports the local law. The ratio is a comparison of lengths; it is not a bound on the error of $\delta$, since neither the motion of electrons between points of different field nor their scattering at the surface has been treated.

The estimate also shows where the classical result fails. At fixed $n$, $\ell\propto1/\rho$, whereas $\delta\propto\sqrt{\rho/f}$. Hence

$$\frac{\ell}{\delta}\propto\frac{\sqrt f}{\rho^{3/2}} .$$

This ratio is the relevant test of locality only while $\omega\tau\ll1$; for $\omega\tau>1$ an electron travels only about $v_F/\omega$ before the field changes phase, and $\delta$ is no longer the decay length. Cooling a pure metal lowers $\rho$ and raises this ratio quickly. When $\ell$ is no longer small compared with $\delta$, the current at a point depends on the field along the whole path of the electrons that reach it, and the formula for $\delta$ loses its basis. For the same reason the limit $\rho\to0$ of the formula cannot be taken literally.

## Variation 1: the same copper at 1 GHz

**Question.** What is the skin depth at 1 GHz, and can a film that is thick at 10 GHz still be called thick?

**Solution.** At fixed $\rho$, $\delta\propto f^{-1/2}$. Lowering the frequency by a factor of 10 raises the depth by $\sqrt{10}=3.162$:

$$\delta(1\ \mathrm{GHz}) = 3.162\times0.6523\ \text{micrometre} = 2.06\ \text{micrometre}.$$

The grid solution at 1 GHz confirms this ratio.

Consider a film whose thickness $d$ equals this value, 2.06 micrometres. At 10 GHz it is 3.16 skin depths thick, and the size of the growing part relative to the decaying part at the driven surface, $e^{-2d/\delta}$, is $e^{-6.3}$; it rises with depth and reaches 1 at the back face. At 1 GHz it is one skin depth thick, and the same factor is $e^{-2}$. The growing part can then no longer be dropped with good accuracy. "Thick" is thus a statement about the metal and the frequency together.

## Variation 2: the surface resistance

**Question.** The heat produced in the metal can be described by a resistance $R_s$, defined by $P=\tfrac12R_s|K|^2$. Here $P$ is the mean power per unit surface area and $K$ is the total current per unit width, added over all depths. Find $R_s$ for the thick metal at 10 GHz. What replaces it in a very thin film?

**Solution for the thick metal.** Let $J_0=E_0/\rho$ be the current density at the surface. Then

$$K = \int_0^\infty J_0e^{-\gamma z}\,dz = \frac{J_0}{\gamma} = \frac{J_0\delta}{1+i},
\qquad
|K|^2 = \frac{|J_0|^2\delta^2}{2},$$

because $|1+i|^2=2$. The time average of the heat density is $\tfrac12\rho|J|^2$, so

$$P = \frac\rho2\int_0^\infty|J_0|^2e^{-2z/\delta}\,dz
= \frac\rho2\,|J_0|^2\,\frac\delta2
= \frac{\rho|J_0|^2\delta}{4}.$$

Dividing,

$$R_s = \frac{2P}{|K|^2}
= \frac{\rho|J_0|^2\delta}{2}\,\frac{2}{|J_0|^2\delta^2}
= \frac\rho\delta .$$

For the copper of the problem,

$$R_s = \frac{1.68\times10^{-8}\ \mathrm{ohm\,m}}{6.523\times10^{-7}\ \mathrm m} = 0.0258\ \mathrm{ohm}.$$

Integrating the current and heat of the grid solution gives the same value.

A square sheet of thickness $\delta$ carrying a uniform direct current has resistance $\rho/\delta$ between opposite edges. The thick metal therefore heats as if its current were spread uniformly over a layer of thickness $\delta$. The real current does not stop there: the part flowing below $z=\delta$ is $Ke^{-(1+i)}$, with magnitude $|K|/e$, and it produces the fraction $e^{-2}$ of the heat.

Inserting $\delta$ gives $R_s=\sqrt{\pi f\mu_0\rho}$. Within the classical regime, the surface resistance of a thick metal with a smooth, flat surface rises as $\sqrt f$, although $\rho$ itself is constant.

**Solution for the thin film.** Let the film end at $z=d$, and let it be driven from the side $z=0$, with $H(d)=0$. For a film with vacuum behind it, $H(d)=E(d)/Z_0$ with $Z_0=377$ ohm, so the condition holds well as long as $\rho/d\ll Z_0$. Faraday's law then requires $dE/dz=0$ at $z=d$, so $E=C\cosh[\gamma(d-z)]$ with a constant $C$. Integrating $J=-dH/dz$ through the film gives $K=H(0)$. From Faraday's law,

$$K = H(0) = -\frac{1}{i\omega\mu_0}\left.\frac{dE}{dz}\right|_{z=0}
= \frac{C\gamma\sinh(\gamma d)}{i\omega\mu_0}.$$

Since $i\omega\mu_0=\gamma^2\rho$, the ratio of surface field to total current is

$$\frac{E(0)}{K} = \gamma\rho\coth(\gamma d).$$

The mean power entering the film per unit area is $\tfrac12\operatorname{Re}[E(0)K^*]$, so $R_s$ is the real part of this ratio. For $d\gg\delta$, $\coth(\gamma d)\to1$, and the real part of $\gamma\rho=(1+i)\rho/\delta$ is $\rho/\delta$, as found above. For $d\ll\delta$, $\coth(\gamma d)\approx1/(\gamma d)$, and

$$R_s\approx\frac\rho d .$$

This is the dc sheet resistance: the current fills the film almost uniformly, and the skin depth no longer matters. The formula still assumes the bulk resistivity. If $d$ becomes comparable with the mean free path, or if the grains of the metal are that small, scattering at surfaces and grain boundaries has to be included, and $\rho$ can no longer be taken from a thick sample.

## Table of computed values

```
resistivity: 1.680e-08 ohm m
frequency: 1.000e+10 Hz
angular frequency: 6.2832e+10 rad/s
magnetic constant mu_0: 1.25664e-06 H/m
pi f mu_0: 3.94784e+04 ohm/m
delta squared: 4.2555e-13 m^2
skin depth, formula: 6.5234e-07 m
skin depth, formula: 0.6523 micrometre
1/e depth, Maxwell solution: 0.6523 micrometre
phase lag at that depth, Maxwell solution: 1.00000 rad
skin depth at 1 GHz: 2.0629 micrometre
depth ratio 1 GHz to 10 GHz, Maxwell: 3.1623
surface resistance rho/delta: 0.02575 ohm
surface resistance, Maxwell solution: 0.02575 ohm
displacement/conduction current: 9.346e-09
relative depth change, displacement: 4.673e-09
rough electron density, input: 8.50e+28 m^-3
relaxation time, estimate: 2.49e-14 s
Fermi speed, estimate: 1.57e+06 m/s
mean free path, estimate: 0.039 micrometre
mean free path / skin depth: 0.060
omega tau: 1.56e-03
relative depth change, relaxation: -7.79e-04
```
